\section*{Graphene's Orbital Diamagnetism and the NMR Shifts of Finite Sheets}

\section{The levels}

Q: You claim that a single sheet of carbon atoms can be strongly diamagnetic because of a point in its band structure. At that point the density of states vanishes. What is there to respond?

A: The answer lies in how a field rearranges the states around that point. Take non-interacting electrons of charge $-e$ near one Dirac point, in a normal field $B>0$:
\begin{equation}
H=v\,\boldsymbol\sigma\cdot\boldsymbol\Pi,\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A .
\end{equation}
Here $\boldsymbol\sigma$ acts on the two sublattices, $v$ is the band velocity, and energies are measured from the Dirac point. I use SI units, which suit fields and shifts. Since $[\Pi_x,\Pi_y]=-i\hbar eB$,
\begin{equation}
H^2=v^2\left(\Pi^2+i\sigma_z[\Pi_x,\Pi_y]\right)
=v^2\left(\Pi^2+\hbar eB\,\sigma_z\right).
\end{equation}
The two components of $\boldsymbol\Pi$ form an oscillator pair, so $\Pi^2$ has eigenvalues $\hbar eB(2N+1)$ with $N=0,1,\dots$. Hence
\begin{equation}
E^2=bn,\qquad b=2\hbar e v^2B,\qquad n=N+\tfrac12(1+\sigma_z).
\end{equation}

Q: Does every $n$ give both signs of $E$?

A: Every $n\ge1$ does. It arises twice, from $(N=n,\sigma_z=-1)$ and $(N=n-1,\sigma_z=+1)$. Because $\sigma_z$ anticommutes with $H$, it turns a state of energy $E$ into one of energy $-E$, so the two states are $\pm\sqrt{bn}$. The value $n=0$ arises once, and gives a single level at zero. The other valley has the same spectrum with the sublattices exchanged.

For the degeneracy, choose $\mathbf A=(0,Bx)$. A state with $p_y=\hbar k$ is centred at $x=-\hbar k/(eB)$, and $k$ is spaced by $2\pi/L_y$. A width $L_x$ therefore holds $L_xL_y\,eB/(2\pi\hbar)$ states. Each level has $g\,eB/h$ states per area, where $g=4$ counts two valleys and two spins. I leave out the Zeeman energy, as only the orbital response is wanted.

\section{From a sum over levels to a susceptibility}

Q: The filled levels go down without end. How can their energy mean anything?

A: Only its change with $B$ is needed, but the lower end does need care. Write $\tau=kT$ and let $\mu$ be the chemical potential. One state of energy $\varepsilon$ contributes
\begin{equation}
F(\varepsilon)=-\tau\ln\left(1+e^{(\mu-\varepsilon)/\tau}\right)
\end{equation}
to the grand potential. Pair the levels by defining $G(\varepsilon^2)=F(\varepsilon)+F(-\varepsilon)$. The unpaired zero level gives $F(0)=G(0)/2$, so per area
\begin{equation}
\Omega=\frac{geB}{h}\left[\frac{G(0)}2+\sum_{n\ge1}G(bn)\right].
\label{omega}
\end{equation}
At $T>0$, $F$ is smooth at $\varepsilon=0$. The even combination therefore has a power series in $x=\varepsilon^2$. I multiply $G$ by a smooth cutoff in $x$ that equals one near $x=0$ and falls to zero far down the band. What this misses is a matter for the real lattice, to which we must return.

Q: And the sum?

A: Put $\phi(t)=G(bt)$. Two integrations by parts on one interval give
\begin{equation}
\frac{\phi(n)+\phi(n+1)}2-\int_n^{n+1}\!\phi\,dt
=\frac12\int_0^1 s(1-s)\,\phi''(n+s)\,ds .
\label{trap}
\end{equation}
Adding the intervals produces on the left the bracket of \eqref{omega} minus its integral. On the right, $s(1-s)$ has mean $1/6$, which contributes $\frac1{12}\int_0^\infty\phi''dt=-\phi'(0)/12$.

The rest, $s(1-s)-\frac16$, is the second derivative of $p(s)=-s^2(1-s)^2/12$. Both $p$ and $p'$ vanish at $s=0$ and $1$, so two more integrations by parts turn the remainder into $\frac12\sum\int p\,\phi''''ds$. The mean of $p$ is $-1/360$, and its leading contribution is $+\phi'''(0)/720$. Thus
\begin{equation}
\frac{G(0)}2+\sum_{n\ge1}G(bn)=\frac1b\int_0^\infty G\,dx
-\frac b{12}G'(0)+\frac{b^3}{720}G'''(0)+\dots
\label{em}
\end{equation}
The integral enters $\Omega$ with the factor $geB/(hb)=g/(4\pi\hbar^2v^2)$, which is independent of $B$. It is the zero-field grand potential. The next term gives
\begin{equation}
\Delta\Omega=-\frac{geB}{2\pi\hbar}\,\frac{2\hbar ev^2B}{12}\,G'(0)
=-\frac{g e^2v^2B^2}{12\pi}\,G'(0).
\end{equation}

Q: Where does temperature enter?

A: Through $G'(0)$. Expanding, $F(\varepsilon)+F(-\varepsilon)=2F(0)+F''(0)\varepsilon^2+\dots$, so $G'(0)=F''(0)$. Differentiating $F$ once gives the Fermi function $f(\varepsilon)=[e^{(\varepsilon-\mu)/\tau}+1]^{-1}$, and once more gives
\begin{equation}
G'(0)=f'(0)=-\frac1{4\tau}\,\mathrm{sech}^2\frac{\mu}{2\tau}.
\end{equation}
The moment per area is $M=-\partial\Omega/\partial B$, and $\chi=\partial M/\partial B$ at $B\to0$. Therefore
\begin{equation}
\chi=-\frac{g e^2v^2}{6\pi}\,\frac{1}{4kT}\,\mathrm{sech}^2\frac{\mu}{2kT}
=-\frac{e^2v^2}{6\pi kT}\,\mathrm{sech}^2\frac{\mu}{2kT}
\quad(g=4).
\label{chi}
\end{equation}
This is McClure's result.

Q: I was promised a delta function.

A: The thermal factor has unit area at every temperature,
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\mu}{4\tau}\,\mathrm{sech}^2\frac{\mu}{2\tau}
=\frac12\left[\tanh\frac{\mu}{2\tau}\right]_{-\infty}^{\infty}=1,
\end{equation}
and a width of order $\tau$. As $T\to0$ it becomes $\delta(\mu)$, so $\chi\to-(ge^2v^2/6\pi)\,\delta(\mu)$. A clean doped sheet loses this response on cooling, whereas a neutral one has $|\chi|\propto1/T$.

Q: Why is the sign diamagnetic? A formula is not a reason.

A: Look at \eqref{trap}. At $\mu=0$,
\begin{equation}
G(x)=-2\tau\ln\left(2\cosh\frac{\sqrt x}{2\tau}\right),\qquad
G'(x)=-\frac{\tanh(\sqrt x/2\tau)}{2\sqrt x}.
\label{neutral}
\end{equation}
The magnitude of $G'$ falls as $x$ grows, so $G''>0$. The right side of \eqref{trap} is then positive: gathering the states into levels raises the grand potential above its zero-field value. That cost grows with $B$, and a system whose grand potential rises with field is diamagnetic. The vanishing density of states at zero field does not prevent this, because the field changes states over a whole range of energies.

\section{What the lattice adds}

Q: You cut off the band by hand. A real lattice has a bottom, and its deep states also feel the field.

A: They do, and the Dirac model cannot give their contribution. It can be examined on a honeycomb lattice with nearest-neighbour hopping, where the field enters as phases on the bonds. Take $\hbar=e=1$, with hopping and bond length also one. Then $v=3/2$, and for one spin $g=2$. The susceptibility is obtained from the change of grand potential, $-2\Delta\Omega/B^2$ per area.

At $\mu=0$ the lattice gives $-0.657$ at $kT=0.08$ and $-1.396$ at $kT=0.04$, while \eqref{chi} gives $-0.746$ and $-1.492$. The lattice is less diamagnetic by $0.089$ and $0.096$. There is thus a positive background, nearly the same in both cases. Taking the difference between the two temperatures largely removes it, and the lattice change is then $0.991$ of the Dirac change. Moving $\mu$ from zero to $0.08$ at $kT=0.04$ gives a ratio of $0.989$. Both were tested to 3 per cent.

Q: If the background is constant, why $0.089$ and then $0.096$?

A: Much of that difference comes from the finite field. Expanding \eqref{neutral} with $\ln\cosh z=z^2/2-z^4/12+z^6/45-\dots$ and $z^2=x/4\tau^2$ gives
\begin{equation}
G'(0)=-\frac1{4\tau},\qquad
G'''(0)=-2\tau\,\frac{6}{45}\,\frac1{(4\tau^2)^3}=-\frac1{240\,\tau^5}.
\end{equation}
With $y=b/\tau^2$, the two field-dependent terms of \eqref{em} become
\begin{equation}
\frac b{48\tau}-\frac{b^3}{172800\,\tau^5}
=\frac b{48\tau}\left(1-\frac{y^2}{3600}\right).
\label{next}
\end{equation}
The lattice has one flux quantum per 1600 cells of area $3\sqrt3/2$, hence $b=2v^2B=0.0068$. At $kT=0.04$, $y=4.25$, and the correction is $0.5$ per cent of $1.492$, about $0.007$. Removing it brings $0.096$ down to $0.089$, close to the other value.

The background matters less as the sheet cools at $\mu=0$, since the Dirac term grows as $1/T$. In a doped cold sheet the Dirac term is exponentially small, and the background cannot be neglected.

\section{The strength of an NMR magnet}

Q: You took $B\to0$. An NMR magnet is not a weak field.

A: That is a serious limit. The comparison is between the first level, $E_1=\sqrt b$, and $kT$. For a model sheet with $v=10^6$ m/s at 300 K, $kT=25.9$ meV. At 1 T, $E_1=36.3$ meV; at 10 T it is $114.7$ meV.

The energy correction in \eqref{next} multiplies a term in $B^2$ and is itself proportional to $B^2$. Differentiating $B^2-cB^4$ gives $2B(1-2cB^2)$, so the correction doubles in the moment:
\begin{equation}
\frac{M}{\chi B}=1-\frac{y^2}{1800}+\dots\qquad(\mu=0).
\end{equation}
At 1 T, $y=(36.28/25.85)^2=1.97$, and the ratio is $0.998$, as the full sum over levels also gives. At 10 T, $y=19.7$, and the first correction would give $0.78$. The full sum gives $0.891$, so the expansion is no longer adequate there.

Q: What replaces it when the levels are far apart?

A: Separate the filled sea from the thermal part. At $\mu=0$, \eqref{neutral} is $G(x)=-\sqrt x-2\tau\ln(1+e^{-\sqrt x/\tau})$. The sea requires the sum of $\sqrt n$ minus its integral, with the smooth cutoff. Sum directly up to a large $N$ and use the trapezoid rule above it. As the cutoff recedes this leaves
\begin{equation}
C=\lim_{N\to\infty}\left[\sum_{n=1}^N\sqrt n-\frac23N^{3/2}-\frac12N^{1/2}\right].
\end{equation}
The same construction for $n^{-s}$ subtracts $N^{1-s}/(1-s)+N^{-s}/2$. For $\mathrm{Re}\,s>1$ the subtractions vanish and the limit is $\zeta(s)$; it remains analytic in $s$ down to $\mathrm{Re}\,s>-1$, apart from the pole at $s=1$. So $C=\zeta(-\frac12)=-0.2079$.

The zero level supplies $G(0)/2=-\tau\ln2$. For $E_1\gg kT$ the other thermal terms are exponentially small, and
\begin{equation}
\Delta\Omega\simeq\frac{geB}{h}\left[|C|\sqrt b-\tau\ln2\right]+\text{const}.
\end{equation}
Since $B\sqrt b\propto B^{3/2}$,
\begin{equation}
M\simeq-\frac{ge}{h}\left[\tfrac32|C|\sqrt b-\tau\ln2\right].
\end{equation}
The linear moment from \eqref{chi} is $-ge^2v^2B/(24\pi\tau)=-(ge/h)\,b/(24\tau)$. With $u=E_1/kT$ the ratio is
\begin{equation}
\frac{M}{\chi B}\simeq\frac{24}{u^2}\left(0.3118\,u-\ln2\right).
\end{equation}
At 30 K and 10 T, $u=114.74/2.585=44.4$, and this gives $0.160$, in agreement with the full sum. As $T\to0$ at fixed field, $M\propto-\sqrt B$: the $1/T$ growth stops once the levels are resolved.

Q: Does doping relax the condition on the field?

A: No. Doping adds oscillations as levels cross $\mu$. In $t=x/b$, the singularities of $G$ nearest the real axis lie at $t=(\mu\pm i\pi\tau)^2/b$, a distance $2\pi|\mu|\tau/b$ from it. The Fourier component $e^{2\pi it}$ of the level sum is then suppressed by $e^{-4\pi^2|\mu|\tau/b}$. For $|\mu|\gg\tau$ the smooth response \eqref{chi} is itself of order $e^{-|\mu|/\tau}$. The ratio of the oscillating exponential to the smooth one is $\exp[-(|\mu|/\tau)(4\pi^2\tau^2/b-1)]$, which is small only if $\sqrt b<2\pi kT$. The condition still compares the field with temperature.

\section{From magnetization to a shift}

Q: Then a nucleus just above a large neutral sheet must have a huge diamagnetic shift.

A: That does not follow. Let a flat disc of radius $R$ carry uniform normal moment $M$ per area. At height $z$ on its axis, a dipole at lateral distance $r$ gives the normal field $\mu_0(2z^2-r^2)/[4\pi(r^2+z^2)^{5/2}]$ per unit moment. Integrating over rings,
\begin{align}
B_{\rm ind}&=\frac{\mu_0M}{2}\int_0^R\frac{r(2z^2-r^2)}{(r^2+z^2)^{5/2}}\,dr\nonumber\\
&=\frac{\mu_0M}{2}\int_0^R\frac{d}{dr}\left[\frac{r^2}{(r^2+z^2)^{3/2}}\right]dr
=\frac{\mu_0M}{2}\frac{R^2}{(R^2+z^2)^{3/2}}.
\label{disc}
\end{align}
For $R\gg z$ this is $\mu_0M/2R$, which vanishes as $R\to\infty$. The near dipoles oppose $B$ at the nucleus, and the distant ones cancel them. In terms of currents, a uniform $M$ has a net current at its edge alone, and the edge has gone to infinity. The large susceptibility therefore yields a shift only when the sheet is finite or its magnetization is non-uniform. Currents within each unit cell are a separate contribution, left out here.

Q: May I use a local $\chi$ on a small disc?

A: Not on one that is too small. In linear response at $\mu=0$, the Dirac model contains one length, $\hbar v/kT$, which is 25 nm at 300 K. The disc must be much larger. I take $R=500$ nm, about twenty times that length. On honeycomb ribbons the edge current flows at a mean depth of $0.10$ to $0.17$ of that length, depending on the edge type. A local $\chi$ ignores this, which understates the magnitude by $0.5$ to $0.9$ per cent for one disc and by about 3 ppm for the 3000-sheet stack below. Equation \eqref{chi} gives $\chi=-3.29\times10^{-7}$ A/T, or $-11.7$ atomic units ($e^2/m_e$), so $\mu_0\chi=-0.413$ pm. At $z=1$ nm, in a weak normal field $B$,
\begin{equation}
\frac{B_{\rm ind}}B\simeq\frac{\mu_0\chi}{2R}
=\frac{-0.413\ \mathrm{pm}}{1000\ \mathrm{nm}}=-0.41\ \mathrm{ppm}.
\end{equation}
The minus sign means a lower resonance frequency.

Q: So the effect is small after all.

A: For one such disc, yes. Now stack $N$ discs at spacing $d\ll R$, electronically decoupled, with total height $L=Nd$, and put the nucleus in the middle gap on the axis. Replacing the sum of \eqref{disc} by an integral,
\begin{align}
\frac{B_{\rm ind}}B&=\frac{\mu_0\chi}{2d}\int_{-L/2}^{L/2}\frac{R^2\,dz}{(R^2+z^2)^{3/2}}
=\frac{\mu_0\chi}{2d}\left[\frac{z}{\sqrt{R^2+z^2}}\right]_{-L/2}^{L/2}\nonumber\\
&=\frac{\mu_0\chi}{d}\,\frac{L}{\sqrt{L^2+4R^2}}.
\label{stack}
\end{align}
With $d=0.35$ nm, $\mu_0\chi/d=-1180$ ppm. For 100 sheets, $L=35$ nm and the shape factor is $0.0350$, giving $-41$ ppm. For 3000 sheets, $L=1050$ nm and the factor is $0.724$, giving $-855$ ppm. The material is the same in both; the shape has changed the shift twentyfold. A tall stack approaches $\mu_0\chi/d$, while a flat one, $L\ll R$, has the factor $L/2R$.

The induced field also changes the moments of neighbouring sheets. Here that is a relative correction of order $10^{-3}$, which I neglect.

Q: Is the shift diamagnetic everywhere around the stack?

A: No. In the plane of a single disc but outside its rim, each dipole gives $-\mu_0/(4\pi r^3)$ per unit normal moment. Since $M$ opposes the applied field, the induced field there supports it, and the shift is positive. Position matters as well as shape.

Q: Real particles point in all directions.

A: Let $\theta$ be the angle between $\mathbf B$ and the normal. In the linear regime $M=\chi B\cos\theta$. On the axis the induced field is along the normal, and its projection on $\mathbf B$ brings another $\cos\theta$. The orientational mean of $\cos^2\theta$ is $1/3$, so the 3000-sheet stack has an isotropic shift of $-285$ ppm at this central site. If the particles do not tumble, the shifts at that site are spread between zero and $-855$ ppm. Other sites inside the stack differ: in normal field the value is about $-960$ ppm in the middle gap at $0.9R$ from the axis, and about $-540$ ppm on the axis near an end face.

At 10 T and 300 K the normal-field value falls to $0.891\times(-855)=-762$ ppm. One third of this is not the isotropic mean, because the reduction depends on the normal component $B\cos\theta$.

Q: And if the sheets are doped?

A: Then the shift can collapse. At 300 K, $\chi$ relative to its neutral value is $0.44$ for $\mu=50$ meV, $0.080$ for 100 meV and $0.002$ for 200 meV. In weak normal field the Dirac part for the 3000-sheet stack at 100 meV is $0.0802\times(-855)\simeq-69$ ppm. The neutral factor $0.891$ does not carry over to doped sheets: at 10 T the full sum over levels gives $M/\chi B=1.15$ at 50 meV and $0.86$ at 100 meV, the latter meaning about $-59$ ppm. At 200 meV the Dirac part would be below 2 ppm in magnitude, and the omitted lattice background takes over. To estimate it, take a bond length $a$ of about $0.14$ nm: the hopping is $2\hbar v/3a\approx3.1$ eV, so $kT\approx0.0083$ in lattice units, where the neutral Dirac value per spin is $0.746\times0.08/0.0083\approx7.2$ in magnitude. The background $0.089$ is about 1 per cent of this, or roughly $+10$ ppm for the stack. It is already about 15 per cent of the Dirac part at 100 meV, and at 200 meV it outweighs that part with the opposite sign.

Q: Would you use these numbers for a piece of graphite?

A: Not as predictions. Coupling between sheets changes the bands near the Dirac point, where this response originates. Disorder and electron interactions are also absent, as are spin and core contributions to the shift. The calculation gives the orbital part for clean, decoupled sheets. It explains how large diamagnetic shifts can arise inside graphitic stacks, provided that the sheets are near neutrality and the stack is not too flat. The numerical output below gives the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Lattice units: hbar = e = hopping = bond length = 1
kT=0.08 mu=0.00: chi lattice -0.6566, Dirac -0.7460
kT=0.04 mu=0.00: chi lattice -1.3957, Dirac -1.4921
kT=0.04 mu=0.08: chi lattice -0.5401, Dirac -0.6266
lattice background (kT=0.08, mu=0): 0.0895
lattice/Dirac, change with T: 0.9908
lattice/Dirac, change with mu: 0.9886
lattice/Landau sum, kT=0.01: 1.0000
delta weight from Landau sums: 1.000000
zeta(-1/2): -0.207886
v = 1.0e+06 m/s, T = 300 K
kT = 25.852 meV
thermal length hbar v/kT = 25.46 nm
mu = 0 meV: chi = -3.2879e-07 A/T, relative 1.00000
mu = 50 meV: chi = -1.4512e-07 A/T, relative 0.44139
mu = 100 meV: chi = -2.6369e-08 A/T, relative 0.08020
mu = 200 meV: chi = -5.7378e-10 A/T, relative 0.00175
chi at mu=0 = -11.668 atomic units (e^2/m_e)
mu0*chi at mu=0 = -0.4132 pm
Nonlinear response at mu=0: (M/B)/linear chi
T=300 K B=1 T: E1=36.28 meV, ratio=0.9979
T=300 K B=10 T: E1=114.74 meV, ratio=0.8912
T=30 K B=10 T: E1=114.74 meV, ratio=0.1602
R = 500 nm, d = 0.35 nm, z = 1 nm
single disc, normal field, linear: -0.4132 ppm
mu0*chi/d = -1180.48 ppm
stack of 100: L = 35 nm, shape factor 0.0350
  normal field, linear: -41.29 ppm
  isotropic third, linear: -13.76 ppm
  normal field, B=10 T: -36.80 ppm
stack of 3000: L = 1050 nm, shape factor 0.7241
  normal field, linear: -854.83 ppm
  isotropic third, linear: -284.94 ppm
  normal field, B=10 T: -761.84 ppm
\end{verbatim}
